# Colpa's Method for Magnons: Paraunitary Diagonalization of a Quadratic Boson Hamiltonian: a program that tests the result

```python
"""Colpa diagonalization of a quadratic boson Hamiltonian.

Result under test: for Hermitian H > 0 and eta = diag(1,..,-1,..),
H = K^dagger K, K eta K^dagger = U Lambda U^dagger, E = eta Lambda,
T = K^-1 U sqrt(E) gives T^dagger H T = E and T^dagger eta T = eta.
H acts on (a_k, b_k, a^dagger_-k, b^dagger_-k), energy = Psi^dagger H Psi / 2.
Spin model: two-sublattice antiferromagnet, bond exchange Jx, Jy, Jz,
A = z S Jz, X = z S Jx, Y = z S Jy, h = g muB B, gamma = structure factor.
Energies are in meV, lengths in nm, fields in T, temperatures in K.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize

MEV = 1e-3 * const.e
MU_B_J = const.value('Bohr magneton')
MU_B = MU_B_J / MEV
K_B = const.k / MEV
G_FACTOR = 2.0
SPIN, NEIGHBOURS = 2.5, 8
J_BOND = np.array([0.2955, 0.2940, 0.3000])
CELL_A, CELL_C = 0.49, 0.33
FIELD, WAVELENGTH = 5.0, 10.0
X, Y, A = NEIGHBOURS * SPIN * J_BOND
h_example = G_FACTOR * MU_B * FIELD


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


def metric(n):
    return np.diag([1.0] * n + [-1.0] * n)


def colpa(H):
    """Return energies, T, signed eigenvalues and K; H may be a stack."""
    n = H.shape[-1] // 2
    K = dagger(np.linalg.cholesky(H))
    lam, U = np.linalg.eigh(K @ metric(n) @ dagger(K))
    order = list(range(n, 2 * n)) + list(range(n - 1, -1, -1))
    lam, U = lam[..., order], U[..., :, order]
    E = np.abs(lam)
    T = np.linalg.solve(K, U * np.sqrt(E)[..., None, :])
    return E, T, lam, K


def coupling_matrix(x, y):
    p, q = (x - y) / 2, (x + y) / 2
    return np.array([[0, p, 0, q], [p, 0, q, 0],
                     [0, q, 0, p], [q, 0, p, 0]], dtype=float)


def spin_matrix(gamma, h, x=X, y=Y, a=A):
    gamma = np.asarray(gamma, dtype=float)
    onsite = np.diag([a + h, a - h, a + h, a - h])
    return onsite + gamma[..., None, None] * coupling_matrix(x, y)


def closed_form(gamma, h):
    mean = A**2 + h**2 - X * Y * gamma**2
    root = np.sqrt(4 * A**2 * h**2 + A**2 * gamma**2 * (X - Y)**2
                   - h**2 * gamma**2 * (X + Y)**2)
    return np.sqrt(np.array([mean - root, mean + root]))


# --- the algorithm on generic complex matrices, with partner columns
rng = np.random.default_rng(7)
n_modes = 3
eta3 = metric(n_modes)
swap = np.roll(np.eye(2 * n_modes), n_modes, axis=0)
largest_mixing = 0.0
for trial in range(10):
    M = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
    H = M @ dagger(M) + 0.5 * np.eye(6)
    E, T, lam, K = colpa(H)
    assert np.allclose(dagger(T) @ H @ T, np.diag(E), atol=1e-9)
    assert np.allclose(dagger(T) @ eta3 @ T, eta3, atol=1e-9)
    assert np.allclose(T @ eta3 @ dagger(T), eta3, atol=1e-9)
    direct = np.linalg.eigvals(eta3 @ H)
    assert np.allclose(np.sort(direct.real), np.sort(lam), atol=1e-8)
    # columns built from the opposite wavevector
    T_minus = colpa(swap @ H.conj() @ swap)[1]
    T_pair = np.hstack([T[:, :3], swap @ T_minus[:, :3].conj()])
    assert np.allclose(dagger(T_pair) @ eta3 @ T_pair, eta3, atol=1e-9)
    E_pair = dagger(T_pair) @ H @ T_pair
    assert np.allclose(E_pair, np.diag(np.diag(E_pair)), atol=1e-8)
    # a degenerate pair: general eigensolver against Colpa
    T_inv = np.linalg.inv(T)
    H_deg = dagger(T_inv) @ np.diag([1., 1., 2., 1., 1., 2.]) @ T_inv
    H_deg = (H_deg + dagger(H_deg)) / 2
    T_deg = colpa(H_deg)[1]
    assert np.allclose(dagger(T_deg) @ eta3 @ T_deg, eta3, atol=1e-7)
    values, vectors = np.linalg.eig(eta3 @ H_deg)
    pair = vectors[:, np.abs(values - 1) < 1e-5]
    assert pair.shape[1] == 2
    gram = dagger(pair) @ eta3 @ pair
    mixing = abs(gram[0, 1]) / np.sqrt(abs(gram[0, 0] * gram[1, 1]))
    largest_mixing = max(largest_mixing, mixing)
assert largest_mixing > 1e-3

# --- spin matrix against linearized classical torque on a cluster
cells = (3, 2, 2)
shape = (2,) + cells + (3,)


def torque(flat):
    s = flat.reshape(shape)
    gradient = np.zeros(shape)
    for shift in itertools.product((0, 1), repeat=3):
        back = tuple(-v for v in shift)
        gradient[0] += J_BOND * np.roll(s[1], shift, axis=(0, 1, 2))
        gradient[1] += J_BOND * np.roll(s[0], back, axis=(0, 1, 2))
    gradient[..., 2] -= h_example
    return np.cross(s, -gradient).ravel()


neel = np.zeros(shape)
neel[0, ..., 2], neel[1, ..., 2] = SPIN, -SPIN
neel = neel.ravel()
assert np.allclose(torque(neel), 0)
step = 0.1
jacobian = np.array([(torque(neel + step * e) - torque(neel - step * e))
                     / (2 * step) for e in np.eye(neel.size)]).T
rates = np.linalg.eigvals(jacobian)
classical = np.sort(rates.imag[rates.imag > 1e-4])
gammas = np.array([np.prod([np.cos(np.pi * m / L)
                            for m, L in zip(ms, cells)])
                   for ms in itertools.product(*map(range, cells))])
quantum = np.sort(colpa(spin_matrix(gammas, h_example))[0][:, :2].ravel())
assert classical.size == quantum.size
cluster_error = np.max(np.abs(classical - quantum))
assert cluster_error < 1e-7

# --- closed form against Colpa over the zone
for gamma in np.linspace(0, 1, 11):
    E = colpa(spin_matrix(gamma, h_example))[0]
    assert np.allclose(E[:2], closed_form(gamma, h_example), atol=1e-9)


def boson_number(E, T, kT):
    """Mean of the two sublattice boson numbers."""
    n = 1 / np.expm1(E / kT) if kT > 0 else np.zeros_like(E)
    weight = n + np.array([0, 0, 1, 1])
    per_site = np.sum(np.abs(T[..., :2, :])**2 * weight[..., None, :], -1)
    return per_site.mean(-1)


# --- truncated Fock space: two modes at one value of gamma
cut, gamma_fock = 26, 0.8
lower = np.diag(np.sqrt(np.arange(1, cut)), 1)
a_op, b_op = np.kron(lower, np.eye(cut)), np.kron(np.eye(cut), lower)
na, nb = a_op.T @ a_op, b_op.T @ b_op
H_fock = (A + h_example) * na + (A - h_example) * nb
H_fock += gamma_fock / 2 * (X * (a_op + a_op.T) @ (b_op + b_op.T)
                            + Y * (a_op - a_op.T) @ (b_op - b_op.T))
levels, states = np.linalg.eigh(H_fock)
E_f, T_f, _, _ = colpa(spin_matrix(gamma_fock, h_example))
zero_point = (E_f[:2].sum() - 2 * A) / 2
assert abs(levels[0] - zero_point) < 1e-6
assert np.allclose(levels[1:3] - levels[0], E_f[:2], atol=1e-6)
number_diag = np.einsum('ij,i->j', states**2, np.diag(na + nb) / 2)
fock_vacuum = number_diag[0]
assert abs(fock_vacuum - boson_number(E_f, T_f, 0)) < 1e-6
boltzmann = np.exp(-(levels - levels[0]) / (10 * K_B))
fock_thermal = number_diag @ boltzmann / boltzmann.sum()
assert abs(fock_thermal - boson_number(E_f, T_f, 10 * K_B)) < 1e-5


# --- limit of stability and classical spin flop
def cholesky_works(h):
    try:
        np.linalg.cholesky(spin_matrix(1.0, h))
        return True
    except np.linalg.LinAlgError:
        return False


low, high = 0.0, 2.0
for _ in range(50):
    middle = (low + high) / 2
    low, high = (middle, high) if cholesky_works(middle) else (low, middle)
h_flop, h_second = np.sqrt(A**2 - X**2), np.sqrt(A**2 - Y**2)
assert abs(low - h_flop) < 1e-8


def classical_energy(angles, h):
    t1, f1, t2, f2 = angles
    n1 = np.array([np.sin(t1)*np.cos(f1), np.sin(t1)*np.sin(f1), np.cos(t1)])
    n2 = np.array([np.sin(t2)*np.cos(f2), np.sin(t2)*np.sin(f2), np.cos(t2)])
    exchange = NEIGHBOURS * SPIN**2 * np.sum(J_BOND * n1 * n2)
    return exchange - h * SPIN * (n1[2] + n2[2])


def lowest_energy(h):
    starts = rng.uniform(0, np.pi, size=(20, 4)) * np.array([1, 2, 1, 2])
    return min(minimize(classical_energy, s, args=(h,),
                        options={'gtol': 1e-7}).fun for s in starts)


assert abs(lowest_energy(0.98 * h_flop) + A * SPIN) < 1e-6
h_above = 1.02 * h_flop
flopped = -SPIN * (X + h_above**2 / (A + X))
assert flopped < -A * SPIN - 1e-3
assert abs(lowest_energy(h_above) - flopped) < 1e-6

eta = metric(2)
h_complex, h_real = (h_flop + h_second) / 2, 1.1 * h_second
spectrum_complex = np.linalg.eigvals(eta @ spin_matrix(1.0, h_complex))
H_indefinite = spin_matrix(1.0, h_real)
spectrum_real = np.linalg.eigvals(eta @ H_indefinite)
growth = np.max(np.abs(spectrum_complex.imag))
lowest_H = np.linalg.eigvalsh(H_indefinite)[0]
assert growth > 1e-3
assert np.max(np.abs(spectrum_real.imag)) < 1e-9
assert lowest_H < 0 and not cholesky_works(h_real)

# --- false gap from a diagonal shift of a zero mode
shift = 1e-6
H_soft = spin_matrix(1.0, 0.0, A, A, A) + shift * np.eye(4)
false_gap = colpa(H_soft)[0][0]
assert abs(false_gap / np.sqrt(shift * (2 * A + shift)) - 1) < 1e-5

# --- worked example: wave along x
k = 2 * np.pi / WAVELENGTH
gamma_k = np.cos(k * CELL_A / 2)
H = spin_matrix(gamma_k, h_example)
E, T, lam, K = colpa(H)
para_error = np.max(np.abs(dagger(T) @ eta @ T - eta))
diag_error = np.max(np.abs(dagger(T) @ H @ T - np.diag(E)))
assert para_error < 1e-11 and diag_error < 1e-11
length2 = np.sum(np.abs(T)**2, axis=0)
overlap = np.abs(dagger(T) @ T) / np.sqrt(np.outer(length2, length2))
max_overlap = np.max(overlap - np.diag(np.diag(overlap)))
assert max_overlap > 0.5 and np.all(length2 > 1.1)
ordinary = np.linalg.eigvalsh(H)
assert np.min(np.abs(ordinary[:, None] - E[:2])) > 1e-2

dH = -CELL_A / 2 * np.sin(k * CELL_A / 2) * coupling_matrix(X, Y)
slope = np.array([T[:, m].conj() @ dH @ T[:, m] for m in range(2)]).real
dk = 1e-4
numeric = (closed_form(np.cos((k + dk) * CELL_A / 2), h_example)
           - closed_form(np.cos((k - dk) * CELL_A / 2), h_example)) / (2*dk)
assert np.allclose(slope, numeric, atol=1e-7)
to_km_s = MEV * 1e-9 / const.hbar / 1e3
velocity = slope * to_km_s
values, vectors = np.linalg.eig(eta @ H)
pick = [int(np.argmin(np.abs(values - e))) for e in E[:2]]
unit = vectors[:, pick]
wrong = np.array([unit[:, m].conj() @ dH @ unit[:, m]
                  for m in range(2)]).real * to_km_s
assert np.allclose(velocity / wrong, length2[:2], rtol=1e-8)


# --- neglected effects
def zone_numbers(points):
    c = np.cos((np.arange(points) + 0.5) * np.pi / (2 * points))
    gamma = np.einsum('i,j,k->ijk', c, c, c).ravel()
    E_z, T_z, _, _ = colpa(spin_matrix(gamma, h_example))
    return np.array([boson_number(E_z, T_z, K_B * t).mean()
                     for t in (0, 10, 30)])


reduction = zone_numbers(32)
assert np.max(np.abs(reduction - zone_numbers(24))) < 1e-4
volume = CELL_A**2 * CELL_C * 1e-27
kappa = const.mu_0 * (G_FACTOR * MU_B_J)**2 * SPIN / (2 * volume) / MEV
dipolar = colpa(H + kappa * np.ones((4, 4)))[0][:2] - E[:2]
first_order = kappa * np.abs(T[:, :2].sum(axis=0))**2
assert np.allclose(dipolar, first_order, rtol=0.05)

# --- printed results
to_GHz = MEV / const.h / 1e9
to_T = 1 / (G_FACTOR * MU_B)
gap0 = closed_form(1.0, 0.0)
print(f"spin S = {SPIN}, neighbours z = {NEIGHBOURS}, g = {G_FACTOR}")
print("Jx, Jy, Jz (meV):", *[f"{v:.4f}" for v in J_BOND])
print(f"cell edges a, c (nm): {CELL_A}, {CELL_C}")
print(f"A, X, Y (meV): {A:.4f}, {X:.4f}, {Y:.4f}")
print(f"hopping p, pairing q (meV): {(X-Y)/2:.4f}, {(X+Y)/2:.4f}")
print(f"field B = {FIELD} T, h = {h_example:.5f} meV")
print(f"wavelength = {WAVELENGTH} nm, k = {k:.5f} 1/nm")
print(f"structure factor gamma = {gamma_k:.6f}")
for name, matrix in (("H (meV)", H), ("K (sqrt meV)", K), ("T", T)):
    for i, row in enumerate(matrix):
        print(f"{name} row {i+1}:", *[f"{v:9.5f}" for v in row])
print("Lambda (meV):", *[f"{v:.5f}" for v in lam])
print("ordinary eigenvalues of H (meV):", *[f"{v:.5f}" for v in ordinary])
print("mode energies (meV):", *[f"{v:.5f}" for v in E[:2]])
print("mode frequencies (GHz):", *[f"{v:.2f}" for v in E[:2] * to_GHz])
print(f"max error of T^dag eta T = eta: {para_error:.1e}")
print(f"max error of T^dag H T = E (meV): {diag_error:.1e}")
print("squared Euclidean lengths:", *[f"{v:.5f}" for v in length2])
print(f"largest normalized Euclidean overlap: {max_overlap:.5f}")
print("group velocity (km/s):", *[f"{v:.4f}" for v in velocity])
print("with unit Euclidean length (km/s):", *[f"{v:.4f}" for v in wrong])
print("k=0, B=0 energies (meV):", *[f"{v:.5f}" for v in gap0])
print(f"spin-flop field: {h_flop:.5f} meV = {h_flop*to_T:.3f} T")
print(f"second field, real spectrum again: {h_second*to_T:.3f} T")
print(f"at {h_complex*to_T:.3f} T: largest Im = {growth:.5f} meV")
print(f"at {h_real*to_T:.3f} T: lowest eig of H = {lowest_H:.5f} meV")
print(f"shift {shift:.0e} meV gives false gap {false_gap:.3e} meV")
print(f"cluster vs Colpa, max difference (meV): {cluster_error:.1e}")
print(f"Fock test at gamma = {gamma_fock}, {cut} states per mode")
print(f"Fock, Colpa ground energy (meV): {levels[0]:.6f}, {zero_point:.6f}")
print(f"Fock boson number, 0 K and 10 K: {fock_vacuum:.6f}, "
      f"{fock_thermal:.6f}")
print(f"largest para-overlap, general solver: {largest_mixing:.3f}")
print(f"zero-point spin reduction: {reduction[0]:.5f} "
      f"= {100*reduction[0]/SPIN:.2f} % of S")
for t, value in zip((10, 30), reduction[1:]):
    extra = value - reduction[0]
    print(f"thermal reduction at {t} K: {extra:.5f} "
          f"= {100*extra/SPIN:.2f} % of S")
print(f"dipolar constant kappa = {kappa:.5f} meV")
print("dipolar shifts (meV):", *[f"{v:.5f}" for v in dipolar])
print("dipolar shifts (GHz):", *[f"{v:.3f}" for v in dipolar * to_GHz])
print("finished without a failed check")
```

Output:

```
spin S = 2.5, neighbours z = 8, g = 2.0
Jx, Jy, Jz (meV): 0.2955 0.2940 0.3000
cell edges a, c (nm): 0.49, 0.33
A, X, Y (meV): 6.0000, 5.9100, 5.8800
hopping p, pairing q (meV): 0.0150, 5.8950
field B = 5.0 T, h = 0.57884 meV
wavelength = 10.0 nm, k = 0.62832 1/nm
structure factor gamma = 0.988175
H (meV) row 1:   6.57884   0.01482   0.00000   5.82529
H (meV) row 2:   0.01482   5.42116   5.82529   0.00000
H (meV) row 3:   0.00000   5.82529   6.57884   0.01482
H (meV) row 4:   5.82529   0.00000   0.01482   5.42116
K (sqrt meV) row 1:   2.56492   0.00578   0.00000   2.27114
K (sqrt meV) row 2:   0.00000   2.32833   2.50192  -0.00564
K (sqrt meV) row 3:   0.00000   0.00000   0.56502   0.05119
K (sqrt meV) row 4:   0.00000   0.00000   0.00000   0.51035
T row 1:  -0.12992   1.60537  -1.26183   0.04316
T row 2:   1.60954   0.06689   0.12361   1.25691
T row 3:  -1.26183  -0.04316  -0.12992  -1.60537
T row 4:   0.12361  -1.25691   1.60954  -0.06689
Lambda (meV): 0.85310 2.01859 -0.85310 -2.01859
ordinary eigenvalues of H (meV): 0.13127 0.16077 11.83923 11.86873
mode energies (meV): 0.85310 2.01859
mode frequencies (GHz): 206.28 488.09
max error of T^dag eta T = eta: 6.7e-16
max error of T^dag H T = E (meV): 5.8e-15
squared Euclidean lengths: 4.21501 4.16337 4.21501 4.16337
largest normalized Euclidean overlap: 0.96318
group velocity (km/s): 1.3781 1.3594
with unit Euclidean length (km/s): 0.3269 0.3265
k=0, B=0 energies (meV): 1.03402 1.19549
spin-flop field: 1.03533 meV = 8.943 T
second field, real spectrum again: 10.314 T
at 9.628 T: largest Im = 0.07912 meV
at 11.345 T: lowest eig of H = -0.05418 meV
shift 1e-06 meV gives false gap 3.464e-03 meV
cluster vs Colpa, max difference (meV): 2.4e-14
Fock test at gamma = 0.8, 26 states per mode
Fock, Colpa ground energy (meV): -2.290673, -2.290673
Fock boson number, 0 K and 10 K: 0.308786, 0.336382
largest para-overlap, general solver: 0.960
zero-point spin reduction: 0.05270 = 2.11 % of S
thermal reduction at 10 K: 0.00879 = 0.35 % of S
thermal reduction at 30 K: 0.19270 = 7.71 % of S
dipolar constant kappa = 0.04257 meV
dipolar shifts (meV): 0.00491 0.00590
dipolar shifts (GHz): 1.188 1.427
finished without a failed check
```
